# Why Strain Stops Raising Electron Mobility in Biaxially Tensile Silicon

## The situation

A thin silicon film on a (001) substrate of slightly larger lattice constant is stretched equally along $x$ and $y$. In the model below, the first 0.5% of strain raises the in-plane electron mobility at 300 K from 1489 to 2408 cm²/Vs. Going from 1% to 2% adds 13 cm²/Vs. The valleys keep moving apart at the same rate throughout, so why does the mobility stop responding?

Strain acts here through one quantity, the energy splitting between two groups of valleys. That splitting does two useful things, and each can be completed. What then limits the mobility does not contain the splitting.

The model is bulk-like silicon at low field and low electron density, limited by phonons. The valleys are parabolic ellipsoids whose masses are taken as unchanged by strain. The algebra uses atomic units ($\hbar=e=m_e=1$), with $\theta=k_BT$ and energies $E$ measured from each valley's own minimum.

## What strain does to the valleys

Silicon has six conduction valleys, two on each cubic axis, with mass $m_l=0.92$ along the axis and $m_t=0.19$ across it. Let $\varepsilon>0$ be the in-plane strain. The top surface is free, so the normal stress vanishes:
$$C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\;\Rightarrow\;\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$
A valley on axis $i$ shifts by $\Xi_d(2\varepsilon+\varepsilon_{zz})+\Xi_u\varepsilon_{ii}$. The first term is common to all valleys and cancels in differences. The four valleys on $x$ and $y$ therefore lie above the pair on $z$ by
$$\Delta=\Xi_u(\varepsilon-\varepsilon_{zz})=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .$$
With $\Xi_u=9$ eV and $C_{12}/C_{11}=0.39$, a strain of 1% gives $9\times1.78\times0.01=0.160$ eV, about six times $\theta=0.0259$ eV.

## Scattering rates

**Density of states.** Put $k_i=\sqrt{m_i}\,\kappa_i$, so that $E=\kappa^2/2$ and $d^3k=\sqrt{m_lm_t^2}\,d^3\kappa$. Since $\kappa=\sqrt{2E}$ and $d\kappa/dE=1/\kappa$, the density per valley and spin is
$$g(E)=\frac{\sqrt{m_lm_t^2}}{(2\pi)^3}\,4\pi\kappa^2\frac{d\kappa}{dE}=\frac{\sqrt{m_lm_t^2}}{2\pi^2}\sqrt{2E},$$
and $g=0$ for $E<0$.

**Acoustic scattering within a valley.** In volume $V$ the squared matrix elements for absorption and emission add up to $D_a^2q^2(2N_q+1)/(2\rho\omega_qV)$. For $\omega_q=cq\ll\theta$ we have $2N_q+1\approx2\theta/\omega_q$, and the sum becomes $D_a^2\theta/(\rho c^2V)$. Neglecting the phonon energy in the final state, the golden rule gives
$$W_a=\frac{2\pi D_a^2\theta}{\rho c^2}\,g(E).$$
For an electron at $E=1.5\theta$ the largest acoustic phonon energy is $2c\sqrt{2m_lE}=0.011$ eV, reached along the long axis of the ellipsoid. This is 0.44 of $\theta$, and there $2\theta/\omega_q$ still differs from $2N_q+1$ by less than 2%. The smaller value of 0.0068 eV in the numerical output is for a sphere with the mean mass $(m_lm_t^2)^{1/3}$.

**Scattering between valleys.** Here the squared matrix element is $D^2/(2\rho\omega V)$ times $N$ for absorption or $N+1$ for emission. For one final valley whose minimum lies $s$ below the initial one,
$$R(E;s)=\frac{\pi D^2}{\rho\omega}\left[N\,g(E+s+\omega)+(N+1)\,g(E+s-\omega)\right].$$

There are two kinds. In g-type scattering the electron goes to the opposite valley on the same axis; there is one such valley, with $s=0$ at any strain. In f-type scattering it goes to another axis. From the pair there are four final valleys, each with $s=-\Delta$. From one of the four there are two with $s=+\Delta$ and two with $s=0$.

Call the strain-independent part $W_s=W_a+R_g(E;0)$ and write $\tau_s=1/W_s$.

## From rates to mobility

Let a weak force $\mathbf F$ act on the electrons. With Boltzmann statistics, $f=f_0+f_1$ with $f_0\propto e^{-E/\theta}$ in each valley, and the steady linear Boltzmann equation reads
$$-\frac{\mathbf F\cdot\mathbf v}{\theta}f_0=\big[\text{in-scattering of }f_1\big]-Wf_1 .$$
In this model a scattering probability depends on the initial and final energies but not on directions. The in-scattering term is thus a sum of $f_1$ over states of equal energy, which vanishes because $f_1$ is odd in velocity. Hence $f_1=\tau f_0\,\mathbf F\cdot\mathbf v/\theta$, with $\tau=1/W$ and $W$ the total out-rate.

The mean velocity along $i$ per unit force is $\langle v_i^2\tau\rangle/\theta$. Since $v_i=\kappa_i/\sqrt{m_i}$ and $\kappa_i^2$ averages to $\kappa^2/3=2E/3$, the average of $v_i^2$ at fixed energy is $2E/(3m_i)$. With $x=E/\theta$ and $\int_0^\infty x^{1/2}e^{-x}dx=\sqrt\pi/2$,
$$\mu_i=\frac{\langle\langle\tau\rangle\rangle}{m_i},\qquad \langle\langle\tau\rangle\rangle=\frac{4}{3\sqrt\pi}\int_0^\infty x^{3/2}e^{-x}\,\tau\,dx .$$

All valleys have the same density of states, so with $X=\Delta/\theta$ the share of electrons in the pair is
$$p_2=\frac{2}{2+4e^{-X}}=\frac{1}{1+2e^{-X}},\qquad p_4=1-p_2 .$$
Both in-plane directions cross the pair's axis, so the pair contributes $1/m_t$. Half of the four present $m_l$ to a given in-plane direction and half present $m_t$. Therefore
$$\mu=p_2\mu_2+p_4\mu_4,\quad \mu_2=\frac{\langle\langle\tau_2\rangle\rangle}{m_t},\quad \mu_4=\frac{\langle\langle\tau_4\rangle\rangle}{2}\left(\frac1{m_t}+\frac1{m_l}\right).$$

## Contribution one: the lighter mass

Make f-type coupling negligible in the rates, though still able to keep the valley populations in thermal balance. Every valley then has the same $\tau_s$, and strain can only move electrons. At $\Delta=0$, where $p_2=1/3$,
$$\mu=\langle\langle\tau_s\rangle\rangle\left[\frac1{3m_t}+\frac13\left(\frac1{m_t}+\frac1{m_l}\right)\right]=\frac{\langle\langle\tau_s\rangle\rangle}{3}\left(\frac2{m_t}+\frac1{m_l}\right).$$
With all electrons in the pair it is $\langle\langle\tau_s\rangle\rangle/m_t$. The ratio is
$$G_m=\frac{3}{2+m_t/m_l}=\frac{3}{2+0.2065}=1.360 .$$
For any positive mass ratio $G_m$ stays below $3/2$, because two thirds of the unstrained electrons already show $m_t$ along a given direction. This contribution ends when the four are empty: a population share cannot exceed one.

## Contribution two: the lost f-type channel

Now restore f-type coupling. In unstrained silicon each electron has four f-type final valleys, and its mean time is $\langle\langle\tau_0\rangle\rangle=0.2187$ ps. In the pair at large splitting those final states are out of reach, and the time becomes $\langle\langle\tau_s\rangle\rangle=0.2892$ ps. The second factor is
$$G_\tau=\frac{0.2892}{0.2187}=1.322 .$$
It ends when the f-type rate reaches zero, since a rate cannot become negative.

## The ceiling and the weights

Together,
$$\mu_\infty=\frac{\langle\langle\tau_s\rangle\rangle}{m_t},\qquad \frac{\mu_\infty}{\mu_0}=G_mG_\tau=1.360\times1.322=1.798,$$
and $1489\times1.798=2677$ cm²/Vs.

How much of the 1188 cm²/Vs belongs to each cause depends on which is counted first. Mass first gives 535 and then 653; time first gives 480 and then 708. Logarithms remove the ambiguity: $\ln G_m=0.307$ and $\ln G_\tau=0.279$, shares of 52% and 48%.

What remains is $W_s$, with a thermal mean of 3.0 per ps. Acoustic scattering takes place inside one valley, and g-type scattering joins two valleys that strain lowers equally. More strain changes neither of them, nor $m_t$.

## Two conditions, one Boltzmann factor

Emptying the four and suppressing f-type scattering sound like separate conditions, but detailed balance ties them together. Consider the thermal mean rate $\bar R_\uparrow$ from the pair into the four. Its absorption part is proportional to
$$4N\int\sqrt E\,e^{-E/\theta}\sqrt{E-\Delta+\omega}\,dE .$$
Put $E'=E-\Delta+\omega$. Then $e^{-E/\theta}=e^{-X}e^{\omega/\theta}e^{-E'/\theta}$, and $Ne^{\omega/\theta}=N+1$. The result is $4e^{-X}(N+1)\int\sqrt{E'}\,e^{-E'/\theta}\sqrt{E'+\Delta-\omega}\,dE'$, which is emission from the four into the pair, apart from the number of final valleys (four instead of two). The emission part transforms likewise into absorption, so
$$\bar R_\uparrow=2e^{-X}\,\bar R_\downarrow .$$

The factor $\bar R_\downarrow$ is not constant. At zero strain it is half of the f-type rate of 1.12 per ps, or 0.56 per ps. At 1% strain $e^{-X}=0.00204$ and $\bar R_\uparrow=0.0123$ per ps, so $\bar R_\downarrow=3.0$ per ps: a falling electron finds many final states. The f-type rate thus drops by a factor of about 90 rather than the 490 of the bare exponential.

## How the ceiling is approached

**Large splitting.** Since $p_2+p_4=1$,
$$\mu_\infty-\mu=p_4(\mu_\infty-\mu_4)+p_2(\mu_\infty-\mu_2).$$
The first term is the cost of leftover occupation, with $p_4\approx2e^{-X}$. The second is the f-type loss within the pair. With $W_f$ the f-type rate there,
$$\tau_s-\tau_2=\frac1{W_s}-\frac1{W_s+W_f}=\frac{W_f}{W_s(W_s+W_f)}\approx\tau_s^2W_f .$$

Absorption starts at $E=\Delta-\omega$. Write $w=\omega/\theta$ and $x=X-w+y$. Then $e^{-x}=e^{-X}e^{w}e^{-y}$, and the final density of states is $g(\theta)\sqrt y$. The slowly varying $x^{3/2}\tau_s^2$ may be taken at threshold, leaving $\int_0^\infty\sqrt y\,e^{-y}dy=\sqrt\pi/2$. The numerical factor is $\frac{4}{3\sqrt\pi}\cdot\frac{\sqrt\pi}{2}=\frac23$, and $Ne^w=N+1$. Emission starts at $\Delta+\omega$, where $(N+1)e^{-w}=N$. To leading order,
$$\mu_\infty-\mu_2\approx\frac{2}{3m_t}\,\frac{4\pi D_f^2}{\rho\omega}\,g(\theta)\,e^{-X}B,$$
$$B=(N+1)(X-w)^{3/2}\tau_s^2(\Delta-\omega)+N(X+w)^{3/2}\tau_s^2(\Delta+\omega).$$

The phonon energy lowers the absorption threshold, but the scarcity of phonons cancels that advantage in the exponent. Far above the phonon energies $\tau_s\propto E^{-1/2}$, so $B$ grows as $X^{1/2}$. At a formal splitting of 1 eV, chosen to reach the limit and not to describe silicon, the full integral is 0.989 times this expression. Between 0.30 and 0.34 eV the total deficit falls as $e^{-0.98X}$, slightly slower than the bare exponential, as a growing prefactor requires.

There is therefore no sharp point of saturation. The gain is 90% complete at 0.64% strain, 95% at 0.75% and 99% at 1.02%. At 1% strain the deficit is 13 cm²/Vs, of which 8 comes from occupation and 5 from f-type loss.

**Small splitting.** Expanding $p_2$ gives $p_2\approx\frac13+\frac29X$. With equal times, the occupation term in $\mu$ is
$$\frac29X\,\langle\langle\tau_0\rangle\rangle\left[\frac1{m_t}-\frac12\left(\frac1{m_t}+\frac1{m_l}\right)\right]=\frac X9\langle\langle\tau_0\rangle\rangle\left(\frac1{m_t}-\frac1{m_l}\right).$$
For the times, let $R'$ be the slope of $R_f(E;s)$ at $s=0$. The out-rate of the pair changes by $-4R'\Delta$ and that of the four by $+2R'\Delta$. Weighted by populations and inverse masses, the change in $\mu$ is $\langle\langle\tau_0^2R'\rangle\rangle\Delta$ times
$$\frac13\cdot\frac{4}{m_t}-\frac23\cdot2\cdot\frac12\left(\frac1{m_t}+\frac1{m_l}\right)=\frac23\left(\frac1{m_t}-\frac1{m_l}\right).$$
Both terms are positive, and both would vanish for equal masses. At first order, the shorter life of electrons in the four cancels about 60% of what the longer life of those in the pair adds.

This helps to read the table:

| strain (%) | $\Delta$ (eV) | $p_4$ | f-type rate in pair (1/ps) | $\mu$ (cm²/Vs) |
|---|---|---|---|---|
| 0 | 0 | 0.667 | 1.12 | 1489 |
| 0.25 | 0.040 | 0.298 | 0.547 | 1914 |
| 0.50 | 0.080 | 0.083 | 0.188 | 2408 |
| 1.00 | 0.160 | 0.0041 | 0.012 | 2664 |
| 2.00 | 0.320 | 0.000008 | 0.00004 | 2677 |

The second quarter per cent adds more (494) than the first (425), although fewer electrons change valleys. At 0.25% strain the four still hold 30% of the electrons, and their rate of falling into the pair has risen from 0.56 to about 1.3 per ps. That penalty fades as they empty, while the falling f-type rate in the pair benefits a growing share of the electrons.

## A check by diffusion, and a hidden assumption

The mobility can be found without the relaxation-time formula. Simulated electrons, 20,000 in number, scatter at the rates above, and their spreading gives a diffusion constant $D$ and $\mu=D/\theta$. They start equally divided among the axes. During a run-in their energies are repeatedly redrawn from the thermal distribution within each valley, while the valley populations find their own balance. The results are 1798 against 1794 cm²/Vs at 0.03 eV, and 2683 against 2663 at 0.16 eV, within a statistical scatter of roughly 1%.

Without the redrawing, the second case gives 2781, about 4% above the formula. Part of this is statistical scatter, but a real excess of a few per cent remains. Elastic acoustic scattering and a single g phonon change the energy of an electron in the pair by multiples of 0.060 eV only. Electrons that fell from the four therefore keep a non-thermal energy pattern once f-type scattering is rare. The formula assumes a thermal distribution, which real acoustic phonons help to maintain by exchanging small energies.

## Beside real silicon

The parameters are rough and rounded: $D_a=10$ eV; a g phonon of 0.060 eV with coupling 8 eV/Å; an f phonon of 0.050 eV with coupling 4 eV/Å. Each phonon stands for several real ones. The unstrained result is close to the roughly 1400 cm²/Vs of lightly doped silicon. The division between f and g coupling is a rough input too, and it controls $G_\tau$; with vanishing f coupling the gain would be 1.36. Real layers break several assumptions:

- **Nonparabolic bands.** With a coefficient of 0.5 per eV the ceiling drops by 11% to 2375 cm²/Vs, while the gain stays at 1.80.
- **Charged impurities.** At $10^{16}$ cm⁻³, with their scattering computed for a sphere of the mean mass, they lower the ceiling by 12% to 2350 cm²/Vs and the gain to 1.77; in the ellipsoidal valleys the loss is somewhat larger. Degeneracy is negligible at this density, which is 0.1% of the pair's effective band density.
- **Field.** At 0.001 MV/cm the formula gives a drift velocity of 17% of the one-direction thermal velocity $\sqrt{\theta/m_t}$, or 12% of the rms speed in a valley. The field then begins to heat the electrons, which the model leaves out, and the low-field result gradually loses accuracy as the field grows.
- **Temperature.** At 400 K the ceiling is 1615 cm²/Vs and the gain 1.90. $G_m$ does not depend on temperature, so the increase lies in $G_\tau$. Reaching 95% of the gain takes 0.157 eV instead of 0.120 eV, nearly in proportion to $\theta$.
- **Inversion layers.** Confinement along $z$ favours the pair, whose mass in that direction is heavy, and so spends part of the gain before strain is applied. If it acted as a rigid splitting of 0.04 eV with bulk rates, strain could add a factor of $2677/1914=1.40$ instead of 1.80. That splitting corresponds to a triangular well at only about 0.2 MV/cm; at 0.5 to 1 MV/cm the same estimate gives 0.08 to 0.12 eV and leaves a factor of only 1.13 to 1.02. Measured strained-silicon transistors keep much larger gains at such fields, so this bulk model, which has neither two-dimensional subbands nor surface roughness, does not account for them.

The model thus suggests about 1% strain as a rough design value for phonon-limited transport near 300 K, in a film that keeps its strain without forming dislocations and is still thick enough to be bulk-like. These conditions compete. The equilibrium critical thickness is roughly 10 nm at 1% strain and 4 nm at 2%, and at such thicknesses confinement adds its own splitting (about 0.02 and 0.1 eV for hard walls) and changes the rates. The bulk picture fits only thicker, metastable films. The exact figure shifts with the deformation potential and the phonon couplings. A strain that altered $m_t$ or the remaining couplings would escape the argument, because it would act on the quantities that set the ceiling. The full set of values is in the numerical output below.

## Computed results

```
masses m_l, m_t: 0.92, 0.19 electron masses
shear deformation potential: 9.0 eV; C12/C11: 0.39
density: 2330 kg/m3; sound speed: 9000 m/s
acoustic potential: 10.0 eV
g phonon: 0.060 eV, coupling 8.0 eV/angstrom
f phonon: 0.050 eV, coupling 4.0 eV/angstrom
temperature: 300 K; kT: 0.02585 eV
phonon occupation g, f: 0.1089, 0.1690
splitting per 1% strain: 0.1602 eV
out-of-plane strain at 1% in-plane: -0.780 %
mean acoustic + g rate, any strain: 2.996 1/ps
strain %, splitting eV, fourfold share, f rate 1/ps, mobility cm2/Vs
  0.00  0.0000  6.667e-01  1.122e+00  1488.9
  0.25  0.0401  2.982e-01  5.467e-01  1914.1
  0.50  0.0801  8.277e-02  1.881e-01  2407.7
  0.75  0.1202  1.881e-02  4.973e-02  2617.5
  1.00  0.1602  4.055e-03  1.226e-02  2663.6
  1.50  0.2403  1.837e-04  6.799e-04  2676.2
  2.00  0.3204  8.290e-06  3.546e-05  2676.8
ceiling mobility: 2676.8 cm2/Vs
mean time, unstrained: 0.2187 ps
mean time, saturated: 0.2892 ps
mass factor: 1.3596; time factor: 1.3224
total gain at ceiling: 1.7979
gain with f-type coupling off: 1.3596
90% of gain: splitting 0.1022 eV, strain 0.638 %
95% of gain: splitting 0.1201 eV, strain 0.750 %
99% of gain: splitting 0.1632 eV, strain 1.019 %
deficit at 1% strain, cm2/Vs:
  from fourfold occupation: 7.860
  from f-type loss in pair: 5.426
decay exponent times kT, 0.30 to 0.34 eV: 0.9802
f-type loss, full / leading form at 1 eV: 0.9886
random walk: splitting eV, mobility walk, formula (cm2/Vs)
  0.03  1798  1794; fourfold share 0.3851, 0.3853
  0.16  2683  2663; fourfold share 0.0039, 0.0041
  0.16 eV, run-in without heat bath: 2781 cm2/Vs
sizes of neglected effects:
  nonparabolicity 0.5 1/eV: ceiling 2375 cm2/Vs, gain 1.801
  impurities 1e+16 1/cm3: ceiling 2350 cm2/Vs, gain 1.767
  degeneracy, density / two-valley band density: 1.09e-03
  largest acoustic phonon at E = 1.5 kT: 0.0068 eV
  drift / thermal velocity at 0.001 MV/cm: 0.173
  at 400 K: ceiling 1615 cm2/Vs, gain 1.901
  at 400 K: 95% of gain at splitting 0.1569 eV
```
